# Natori's ballistic MOSFET current from carrier populations at the barrier top

A model silicon transistor at 300 K holds a mobile charge of 1.00 µC/cm² at the top of its source-drain barrier. No electron scatters in the channel, yet the current does not grow without limit: at a drain voltage of 0.5 V it has levelled off at 1816 µA per µm of width. Dividing current by charge gives a velocity of $1.82\times10^7$ cm/s. The thermal velocity $\sqrt{2kT/\pi m}$ for the same electrons is $1.23\times10^7$ cm/s, smaller by a factor 1.47. Two things need explaining: why a current without scattering saturates, and why it does so at this velocity.

Let $x$ run from source to drain and $y$ across the channel, whose width $W$ is large. The electrons occupy one subband with spin degeneracy 2, valley degeneracy $g$ and isotropic in-plane mass $m$. The subband edge $U(x)$ rises from the source to a single maximum and then falls towards the drain. The energy of an electron is

$$E=U(x)+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.$$

Source and drain are ideal reservoirs, each in equilibrium with its own Fermi level. The motion along $x$ is treated classically: an electron passes if its longitudinal energy $E_x=U(x)+\hbar^2k_x^2/2m$ exceeds the maximum of $U$, and is turned back otherwise. Tunnelling and quantum reflection are thereby neglected.

Without collisions, the occupation $f$ of a state is constant along its trajectory. Since $U$ does not depend on $y$, both $k_y$ and $E_x$ are conserved. Take an electron at the barrier top with $k_x>0$ and follow it backwards in time. Its $E_x$ exceeds $U$ everywhere on the source side, so it never had a turning point there and must have come from the source. Its occupation is therefore the source Fermi function of its total energy. By the same reasoning, states at the top with $k_x<0$ carry the drain Fermi function.

Measure energy from the subband edge at the top, in units of $kT$, and call it $\varepsilon$. Let $\eta_S$ be the source Fermi level on this scale. A positive drain voltage $V_D$ lowers the drain Fermi level for electrons by $qV_D$, where $q>0$ is the elementary charge, so

$$\eta_D=\eta_S-u,\qquad u=\frac{qV_D}{kT}.$$

The integrals that occur are the Fermi-Dirac integrals in the normalization

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}} .$$

For $j=0$ the integrand is the derivative of $-\ln(1+e^{\eta-\varepsilon})$, which gives $F_0(\eta)=\ln(1+e^\eta)$.

The density of forward-moving electrons at the top is a sum over half of the $k$-plane. There are $2g/(2\pi)^2$ states per unit area and unit $d^2k$. In polar coordinates the half-plane has angular range $\pi$, and $\varepsilon=\hbar^2k^2/2mkT$ gives $k\,dk=(mkT/\hbar^2)\,d\varepsilon$. Hence

$$n_+=\frac{2g}{4\pi^2}\,\pi\,\frac{mkT}{\hbar^2}\,F_0(\eta_S)=\frac N2F_0(\eta_S),\qquad N=\frac{g\,mkT}{\pi\hbar^2}.$$

The backward half contributes $(N/2)F_0(\eta_D)$, so the sheet density at the top is

$$n=\frac N2\left[F_0(\eta_S)+F_0(\eta_D)\right].\tag{1}$$

The forward particle flux per unit width contains the additional factor $v_x=(\hbar k/m)\cos\theta$. The angular integral is now $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, and the speed is $\hbar k/m=\sqrt{2kT/m}\,\sqrt\varepsilon$. Therefore

$$\Phi_+=\frac{2g}{4\pi^2}\,2\,\frac{mkT}{\hbar^2}\sqrt{\frac{2kT}{m}}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta_S}} .$$

The prefactor $g\,mkT/\pi^2\hbar^2$ equals $N/\pi$, and the integral equals $\Gamma(3/2)F_{1/2}(\eta_S)=(\sqrt\pi/2)F_{1/2}(\eta_S)$. Collecting the factors,

$$\Phi_+=\frac N\pi\,\frac{\sqrt\pi}{2}\sqrt{\frac{2kT}{m}}\,F_{1/2}(\eta_S)=\frac N2\,v_T\,F_{1/2}(\eta_S),\qquad v_T=\sqrt{\frac{2kT}{\pi m}} .$$

The backward flux has the same form with $\eta_D$. Electrons flow from source to drain, so the conventional current in the channel runs the other way; with $I$ denoting its magnitude,

$$\frac IW=q\,\frac N2\,v_T\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right].\tag{2}$$

To bring in the charge $Q=qn$, write (2) as $Q$ times the ratio of (2) to $q$ times (1). The factor $qN/2$ cancels. Taking $F_{1/2}(\eta_S)$ out of the numerator and $F_0(\eta_S)$ out of the denominator leaves Natori's result in the form

$$\boxed{\;\frac IW=Q\,v_{\rm inj}\,D\;}\qquad v_{\rm inj}=v_T\frac{F_{1/2}(\eta_S)}{F_0(\eta_S)},\qquad D=\frac{1-F_{1/2}(\eta_D)/F_{1/2}(\eta_S)}{1+F_0(\eta_D)/F_0(\eta_S)} .\tag{3}$$

The injection velocity $v_{\rm inj}=\Phi_+/n_+$ is the mean of $v_x$ over the electrons that the source sends across the top. The drain factor $D$ contains two effects of the drain: its numerator subtracts the backward flux, and its denominator accounts for the part of the charge that the drain supplies.

The same current follows from counting transverse modes. For one value of $k_y$, the forward states in $dk_x$ carry a current proportional to $v_x\,dk_x/2\pi=dE/h$, in which the velocity has cancelled against the density of states. Each mode thus contributes $(2qg/h)\int(f_S-f_D)\,dE$, the integral starting at the bottom of that mode. Summing over the discrete modes of a channel 1 µm wide, with periodic boundary conditions in $y$, the numerical check obtains 863.7 µA/µm at $V_D=0.05$ V, in agreement with (3).

When the electrons are dilute, $\eta\ll-1$, the Fermi function becomes $e^{\eta-\varepsilon}$. Since $\int_0^\infty\varepsilon^je^{-\varepsilon}d\varepsilon=\Gamma(j+1)$, every $F_j$ then tends to $e^\eta$, and $v_{\rm inj}\to v_T$. The lowest subband of a (100) silicon surface belongs to the two valleys whose heavy axis is normal to the surface. For them $g=2$ and $m=0.19\,m_0$, and at 300 K

$$v_T=1.23\times10^7\ \text{cm/s}.$$

This value of about $1.2\times10^7$ cm/s is therefore tied to a temperature, to a pair of valleys and to low density.

For a valley with different masses along $x$ and $y$, substitute $k_i=\sqrt{m_i}\,\kappa_i$. The energy becomes $\hbar^2(\kappa_x^2+\kappa_y^2)/2$, the area element acquires the factor $\sqrt{m_xm_y}$, and $v_x=\hbar\kappa_x/\sqrt{m_x}$. So $N$ contains $\sqrt{m_xm_y}$, while $v_T$ contains the transport mass $m_x$ alone. With a heavy transport mass $m_x$ of about $0.92\,m_0$ the thermal velocity is only $0.56\times10^7$ cm/s.

At higher density $v_{\rm inj}$ exceeds $v_T$. From the definitions, $F_{1/2}/F_0=(2/\sqrt\pi)\langle\sqrt\varepsilon\rangle$, where the average is taken with weight $f(\varepsilon)=1/(1+e^{\varepsilon-\eta})$. Because $\partial f/\partial\eta=f(1-f)$, differentiating this average gives

$$\frac{d\langle\sqrt\varepsilon\rangle}{d\eta}=\left\langle\sqrt\varepsilon\,(1-f)\right\rangle-\left\langle\sqrt\varepsilon\right\rangle\left\langle1-f\right\rangle .$$

This is the covariance of two functions that both increase with $\varepsilon$, and it is positive. Physically, the slow states are more fully occupied than the fast ones, so additional electrons go in greater proportion into faster states.

Equation (3) becomes a current-voltage relation once $Q$ and $\eta_S$ are known. For $Q$ a separate electrostatic model is needed. In strong inversion, with a gate that controls the barrier top well, a simple choice is

$$Q=C_G(V_G-V_t),$$

with a constant gate capacitance $C_G$ and a threshold voltage $V_t$ that does not depend on $V_D$. Holding $Q$ fixed in this way is itself an approximation. As shown below, the barrier top moves relative to the source Fermi level when $V_D$ changes, and at fixed $V_G$ this changes the voltage across the gate dielectric. In the example the shift between $V_D=0$ and saturation is about 44 mV, some 9% of the overdrive of 0.5 V. It reduces the voltage across the dielectric: subtracting it self-consistently, with $Q$ unchanged at $V_D=0$, would lower the charge in saturation by about 8% and the saturated current by about 10%. It is neglected here, so the currents below are those at fixed charge, not at fixed gate voltage. If the drain also pulls down the barrier, $V_t$ shifts with $V_D$ and $Q$ must be changed accordingly; equation (3) itself remains valid.

The level $\eta_S$ follows from (1) at fixed $n$. Put $\rho=2n/N$, $a=e^{-u}$ and $X=e^{\eta_S}$, so that $e^{\eta_D}=aX$. Since $F_0$ is a logarithm, exponentiating (1) gives

$$(1+X)(1+aX)=e^\rho,\qquad\text{or}\qquad aX^2+(1+a)X-(e^\rho-1)=0 .$$

The positive root is $X=[R-(1+a)]/2a$, with

$$R^2=(1+a)^2+4a(e^\rho-1)=(1-a)^2+4a\,e^\rho .$$

Multiplying numerator and denominator by $R+1+a$, and using $R^2-(1+a)^2=4a(e^\rho-1)$, gives a form that remains regular as $a\to0$:

$$e^{\eta_S}=\frac{2(e^\rho-1)}{1+a+\sqrt{(1-a)^2+4a\,e^\rho}} .\tag{4}$$

The level is not fixed by the gate alone. Let $f_S$ and $f_D$ now denote the derivatives $F_0'(\eta)=1/(1+e^{-\eta})$ at $\eta_S$ and $\eta_D$. Differentiating (1) at constant $n$ gives $f_S\,d\eta_S+f_D(d\eta_S-du)=0$, hence

$$\frac{d\eta_S}{du}=\frac{f_D}{f_S+f_D}.$$

This lies between 0 and 1, so $\eta_S$ rises with drain voltage while $\eta_D=\eta_S-u$ falls. As the drain ceases to fill the backward states, the source has to supply the missing charge, and for this the barrier top moves down relative to the source Fermi level. The injection velocity therefore increases with $V_D$ at fixed charge, and by (2) so does the current.

The transistor of the opening has $C_G=2$ µF/cm² and $V_G-V_t=0.5$ V, so $Q=1$ µC/cm² and $n=6.24\times10^{12}$ cm⁻². With $N=4.10\times10^{12}$ cm⁻² this gives $\rho=3.042$. At $V_D=0.05$ V the thermal voltage of 25.85 mV gives $u=1.934$, so that $a=0.1446$ and $e^\rho=20.95$. The square root in (4) is 3.584, and

$$e^{\eta_S}=\frac{2\times19.95}{1.1446+3.584}=8.44,\qquad \eta_S=2.133,\qquad \eta_D=0.199 .$$

The Fermi integrals are $F_0=2.245$ and $F_{1/2}=3.022$ at the source level, and $0.797$ and $0.893$ at the drain level. Hence

$$v_{\rm inj}=1.234\times10^7\times\frac{3.022}{2.245}=1.66\times10^7\ \text{cm/s},\qquad D=\frac{1-0.2955}{1+0.3552}=0.520 .$$

In SI units $Q=10^{-2}$ C/m², and the current is $10^{-2}\times1.6615\times10^5\times0.5198=864$ A/m, which is 864 µA/µm. The same steps at other drain voltages give:

| $V_D$ (V) | $\eta_S$ | $v_{\rm inj}$ (10⁷ cm/s) | $D$ | $I/W$ (µA/µm) |
|---|---|---|---|---|
| 0.05 | 2.133 | 1.66 | 0.520 | 864 |
| 0.10 | 2.705 | 1.76 | 0.846 | 1491 |
| 0.20 | 2.984 | 1.81 | 0.995 | 1805 |
| 0.50 | 2.993 | 1.82 | 1.000 | 1816 |

Most of the rise comes from $D$, and a smaller part from the 9% increase of $v_{\rm inj}$ between the first and last rows.

In the dilute limit the drain factor is simple. All $F_j$ are exponentials, so both ratios in $D$ equal $e^{-u}$, and

$$\frac IW\to Q\,v_T\,\frac{1-e^{-u}}{1+e^{-u}}=Q\,v_T\tanh\frac{qV_D}{2kT}\qquad(n\ll N).$$

At $V_D=0.05$ V this would give $D=0.75$ instead of 0.52. The difference comes from degeneracy: with the source level above the subband edge, lowering the Fermi level by $u$ reduces the drain population less than the factor $e^{-u}=0.145$ suggests. The ratio $F_0(\eta_D)/F_0(\eta_S)$ is 0.355.

At small drain voltage, let $\eta_0$ be the common level at $V_D=0$, so that $n=NF_0(\eta_0)$. Write $\eta_S=\eta_0+\delta$ and $\eta_D=\eta_0+\delta-u$. To first order, constancy of (1) requires $F_0'(\eta_0)(2\delta-u)=0$, so $\delta=u/2$ and the two levels separate symmetrically. The bracket in (2) becomes $u\,F_{1/2}'(\eta_0)$. In this derivative $\partial f/\partial\eta=-\partial f/\partial\varepsilon$, and integration by parts gives

$$F_{1/2}'(\eta)=\frac{1}{\Gamma(3/2)}\int_0^\infty\frac{\varepsilon^{-1/2}}{2}f\,d\varepsilon=F_{-1/2}(\eta),$$

because $\Gamma(3/2)=\tfrac12\Gamma(1/2)$. The conductance $G=I/V_D$ for $V_D\to0$ is therefore

$$\frac GW=\frac{q^2}{kT}\,\frac N2\,v_T\,F_{-1/2}(\eta_0).\tag{5}$$

It is finite although nothing scatters in the channel, because a finite number of modes is populated and a small voltage produces only a small imbalance between their two directions. In the example $e^{\eta_0}=e^{\rho/2}-1$ gives $\eta_0=1.274$ and $F_{-1/2}=1.149$. With $qN/2=Q/\rho=3.287\times10^{-3}$ C/m²,

$$\frac GW=\frac{3.287\times10^{-3}\times1.234\times10^{5}\times1.149}{0.02585}=1.80\times10^{4}\ \text{S/m},$$

which corresponds to a resistance of 55.4 Ω µm, to be divided by the width in µm. The channel length does not appear in it.

At large drain voltage the backward population at the top becomes negligible compared with the forward one. This is assured when $u\gg1$ and $\eta_D\ll-1$ hold together. Neither condition suffices alone: in a dilute channel $\eta_D\ll-1$ at every drain voltage while $D=\tanh(u/2)$, and in a strongly degenerate channel $u\gg1$ can still leave the drain level far above the subband edge. With both conditions met, $D\to1$, (4) reduces to $e^{\eta_S}=e^\rho-1$, and $F_0(\eta_S)=\rho$. This is the saturation seen at the outset: once the drain contributes neither flux nor charge at the top, a further increase of $V_D$ has nothing left to remove, and the current is $Qv_{\rm inj}$. The velocity is $1.234\times10^7\times4.475/3.042=1.82\times10^7$ cm/s. Its excess over $v_T$ comes from degeneracy, since $F_{1/2}/F_0$ grows with $\eta_S$. Part of the excess is present already at $V_D=0$, where the level $\eta_0=1.27$ lies above the subband edge; confining the whole charge to half of the $k$-plane raises the source Fermi level further, to $3.0\,kT$ above the edge.

The saturated current therefore grows faster than the charge. Raising the overdrive from 0.1 V to 0.5 V multiplies $Q$ by 5 and $v_{\rm inj}$ by $1.816/1.347=1.35$, and the current rises from 269 to 1816 µA/µm, a factor 6.7. In the strongly degenerate limit the Fermi function becomes a step, so $F_0\to\eta$ and $F_{1/2}\to\frac{2}{\sqrt\pi}\cdot\frac23\eta^{3/2}$. Then

$$v_{\rm inj}\to\sqrt{\frac{2kT}{\pi m}}\;\frac{4\sqrt{\eta_S}}{3\sqrt\pi}=\frac{4}{3\pi}\sqrt{\frac{2kT\eta_S}{m}}=\frac{4}{3\pi}\,\frac{\hbar k_F}{m},$$

where $k_F$ is the radius of the filled half-disc. Its area $\pi k_F^2/2$ times $2g/4\pi^2$ must equal $n$, so $k_F=\sqrt{4\pi n/g}$. In this limit $v_{\rm inj}\propto\sqrt n$ and $I\propto n^{3/2}$. For the example the estimate is $1.62\times10^7$ cm/s, 11% below the full value, so at $\eta_S=3.0$ neither limiting formula is accurate: both $v_T$ and the degenerate estimate fall short of the full velocity.

The charge in (3) must be taken at the barrier top. Consider a point on the drain side where the subband edge lies $\Delta$ lower. Electrons moving towards the drain with longitudinal kinetic energy above $\Delta$ came over the top from the source. Those with less came from the drain and were turned back by the barrier; their flux cancels that of the drain electrons moving towards the barrier in the same energy range. What remains are the electrons that cross the top, and since $v_x\,dk_x=dE_x/\hbar$ at every point, their net flux is the same as at the top. Their density is not, because they have been accelerated. For $\Delta=5kT$ and $V_D=0.5$ V the direct sum over states gives the same 1816 µA/µm, but a density of $2.02\times10^{12}$ cm⁻² and a mean velocity of $5.6\times10^7$ cm/s. Inserting this downstream charge into (3) with the injection velocity of the top would give about a third of the true current.

The result fails where its assumptions do. Electrons scattered back to the source after crossing the top reduce the current at given $Q$ and add to the backward population. Tunnelling through a thin barrier adds current carried below the top. The subband is taken as parabolic; non-parabolicity of the silicon conduction band slows the higher states and lowers $v_{\rm inj}$ at given charge. If several subbands are occupied, (1) and (2) must each be summed over subbands, with separate values of $N$, $v_T$ and $\eta$, before the ratio is formed. This last point matters for the example: the source Fermi level lies $2.99\times25.85=77$ meV above the subband edge, and any subband starting within that range would hold a substantial share of the electrons. The figure of 1816 µA/µm thus belongs to the single-subband model and is not a prediction for a real silicon device.

## Values computed for the example and the checks

```
temperature T = 300 K
thermal voltage kT/q = 25.852 mV
mass m = 0.190 m_0, valley degeneracy g = 2
gate capacitance C_G = 2.00 uF/cm^2
gate overdrive V_G - V_t = 0.50 V
charge Q = 1.000 uC/cm^2
sheet density n = 6.2415e+12 cm^-2
N = g m kT/(pi hbar^2) = 4.1037e+12 cm^-2
rho = 2n/N = 3.0419
nondegenerate velocity v_T = 1.2343e+07 cm/s
v_T for transport mass 0.916 m_0 = 5.6215e+06 cm/s
V_D = 0.05 V: u = 1.9341, eta_S = 2.1326, eta_D = 0.1985
  F_0(eta_S) = 2.2446, F_0(eta_D) = 7.9731e-01
  F_1/2(eta_S) = 3.0215, F_1/2(eta_D) = 8.9285e-01
  v_inj = 1.6615e+07 cm/s, D = 0.5198, I/W = 863.7 uA/um
V_D = 0.10 V: u = 3.8682, eta_S = 2.7052, eta_D = -1.1630
  F_0(eta_S) = 2.7699, F_0(eta_D) = 2.7198e-01
  F_1/2(eta_S) = 3.9570, F_1/2(eta_D) = 2.8292e-01
  v_inj = 1.7633e+07 cm/s, D = 0.8455, I/W = 1490.8 uA/um
V_D = 0.20 V: u = 7.7363, eta_S = 2.9839, eta_D = -4.7524
  F_0(eta_S) = 3.0333, F_0(eta_D) = 8.5940e-03
  F_1/2(eta_S) = 4.4578, F_1/2(eta_D) = 8.6048e-03
  v_inj = 1.8140e+07 cm/s, D = 0.9953, I/W = 1805.4 uA/um
V_D = 0.50 V: u = 19.3409, eta_S = 2.9930, eta_D = -16.3479
  F_0(eta_S) = 3.0419, F_0(eta_D) = 7.9470e-08
  F_1/2(eta_S) = 4.4745, F_1/2(eta_D) = 7.9470e-08
  v_inj = 1.8156e+07 cm/s, D = 1.0000, I/W = 1815.6 uA/um
low-bias level eta_0 = 1.2744
F_-1/2(eta_0) = 1.1494
low-bias resistance times width = 55.43 ohm um
mode-sum current at V_D = 0.05 V: 863.7 uA/um
saturated, overdrive 0.1 V: eta_S = -0.1774, v_inj = 1.3466e+07 cm/s, I/W = 269.3 uA/um
saturated, overdrive 0.3 V: eta_S = 1.6494, v_inj = 1.5800e+07 cm/s, I/W = 948.0 uA/um
saturated, overdrive 0.5 V: eta_S = 2.9930, v_inj = 1.8156e+07 cm/s, I/W = 1815.6 uA/um
degenerate estimate of v_inj at overdrive 0.5 V = 1.6194e+07 cm/s
point 5 kT below the top, V_D = 0.5 V:
  current = 1815.6 uA/um
  density = 2.0246e+12 cm^-2
  mean velocity = 5.5972e+07 cm/s
```
